# Current conservation in the self-consistent Born approximation for phonon scattering

**Q:** You describe phonon scattering in a channel by a self-energy, much as you describe a contact. A contact supplies and removes electrons. Why should the phonon term not do the same?

**A:** That has to be shown, so first we need the terminal current. I use atomic units, orthonormal orbitals and a steady state. The orbital index includes spin and transverse momentum. Define

$$G^<_{ij}(t)=i\langle c_j^\dagger(0)c_i(t)\rangle,\qquad G^>_{ij}(t)=-i\langle c_i(t)c_j^\dagger(0)\rangle .$$

Contact $c$ has non-interacting states $b_k$, coupled by $\sum_{ik}(V_{ik}c_i^\dagger b_k+\text{h.c.})$. If $N$ counts channel electrons, $[c_i^\dagger b_k,N]=-c_i^\dagger b_k$, so the number current into the channel is

$$I_c=-i\sum_{ik}V_{ik}\langle c_i^\dagger b_k\rangle+\text{c.c.}=-2\,\mathrm{Re}\sum_{ik}V_{ik}G^<_{ki}(t{=}0),$$

because $\langle c_i^\dagger b_k\rangle=-iG^<_{ki}$. For non-interacting contact states, $G_{ki}=(g_cV^\dagger G)_{ki}$ on the Keldysh contour. Its lesser part is $g_c^RV^\dagger G^<+g_c^<V^\dagger G^A$. With $\Sigma_c=Vg_cV^\dagger$,

$$I_c=-\int\frac{dE}{2\pi}\,2\,\mathrm{Re}\,\mathrm{Tr}[\Sigma_c^RG^<+\Sigma_c^<G^A].$$

Lesser functions are anti-Hermitian, so adding the complex conjugates gives $\mathrm{Tr}[(\Sigma_c^R-\Sigma_c^A)G^<]$ and $-\mathrm{Tr}[\Sigma_c^<(G^R-G^A)]$. Using $X^R-X^A=X^>-X^<$ for both functions, the products $\Sigma_c^<G^<$ cancel:

$$I_c=\int\frac{dE}{2\pi}\mathrm{Tr}[\Sigma_c^<G^>-\Sigma_c^>G^<].\tag{1}$$

The first term is injection into empty channel states, the second is removal from filled ones.

**Q:** The phonon self-energy can be put into the same expression. What does that say about the sum over real terminals?

**A:** Let $\Sigma^\gtrless$ without a subscript be the phonon part, $\Sigma_t^\gtrless=\Sigma^\gtrless+\sum_c\Sigma_c^\gtrless$, and $\Delta=\Sigma_t^>-\Sigma_t^<=\Sigma_t^R-\Sigma_t^A$. If no undamped bound state retains a memory of its preparation, $G^\gtrless=G^R\Sigma_t^\gtrless G^A$. From $(G^R)^{-1}=E-H-\Sigma_t^R$ and its adjoint, $(G^A)^{-1}-(G^R)^{-1}=\Delta$. Multiplying from the two sides in either order gives

$$G^R\Delta G^A=G^R-G^A=G^A\Delta G^R.\tag{2}$$

Now substitute $\Sigma_t^>=\Sigma_t^<+\Delta$. The terms quadratic in $\Sigma_t^<$ cancel, and cyclicity leaves

$$\begin{aligned}\mathrm{Tr}[\Sigma_t^<G^>-\Sigma_t^>G^<]
&=\mathrm{Tr}[\Sigma_t^<G^R\Delta G^A-\Delta G^R\Sigma_t^<G^A]\\
&=\mathrm{Tr}[\Sigma_t^<(G^R\Delta G^A-G^A\Delta G^R)]=0.\end{aligned}$$

This holds at each energy. Separating contacts from phonons and integrating,

$$\sum_cI_c=-C,\qquad C=\int\frac{dE}{2\pi}\mathrm{Tr}[\Sigma^<G^>-\Sigma^>G^<].\tag{3}$$

Your objection is now precise: terminal current is conserved if and only if $C=0$.

**Q:** Suppose I add a small $i\eta$ to the channel energy. Is (3) safe then?

**A:** Not for finite $\eta$. The inverse difference becomes $\Delta-2i\eta$, and repeating the calculation leaves $2i\eta\,\mathrm{Tr}[\Sigma_t^<(G^RG^A-G^AG^R)]$, which need not vanish. The broadening has no matching injection and removal terms. I set it to zero inside the channel and let the contacts and phonons provide the damping.

**Q:** Then write down the phonon self-energy, including its frequency signs.

**A:** The coupling is $\sum_\lambda Q_\lambda\sum_{ij}M^\lambda_{ij}c_i^\dagger c_j$, with Hermitian $Q_\lambda$ and $M^\lambda$, acting inside the channel. A static mean of $Q_\lambda$ is absorbed in $H$. The Born approximation factorizes the correlation of $Q_\lambda M^\lambda c$ with its adjoint into a phonon average and an electron average. Self-consistency means that the electron average is the full $G$. With

$$W^>_{\lambda\mu}(t)=\langle Q_\lambda(t)Q_\mu(0)\rangle,\qquad W^<_{\lambda\mu}(t)=\langle Q_\mu(0)Q_\lambda(t)\rangle,$$

this gives $\Sigma^\gtrless(t)=\sum_{\lambda\mu}W^\gtrless_{\lambda\mu}(t)M^\lambda G^\gtrless(t)M^\mu$. I transform with $\int dt\,e^{i\omega t}$, so a product in time becomes a convolution:

$$\Sigma^\gtrless(E)=\sum_{\lambda\mu}\int\frac{d\omega}{2\pi}W^\gtrless_{\lambda\mu}(\omega)M^\lambda G^\gtrless(E-\omega)M^\mu.\tag{4}$$

For a stationary phonon state, moving both times by $-t$ gives $W^<_{\lambda\mu}(t)=\langle Q_\mu(-t)Q_\lambda(0)\rangle=W^>_{\mu\lambda}(-t)$. Therefore

$$W^<_{\lambda\mu}(\omega)=W^>_{\mu\lambda}(-\omega).\tag{5}$$

For one thermal mode $Q=b+b^\dagger$ of frequency $\omega_0$ and occupation $N$,

$$\begin{aligned}\Sigma^<(E)&=M[(N+1)G^<(E+\omega_0)+NG^<(E-\omega_0)]M,\\
\Sigma^>(E)&=M[(N+1)G^>(E-\omega_0)+NG^>(E+\omega_0)]M.\end{aligned}$$

An electron arriving at $E$ from above has emitted a phonon, hence $N+1$. An electron leaving $E$ downwards also emits, hence the same factor at $E-\omega_0$ in $\Sigma^>$.

**Q:** At one energy, arrivals and departures still differ. Where is the cancellation?

**A:** It is between different energies. Insert (4) into $C=C_1-C_2$:

$$\begin{aligned}C_1&=\sum_{\lambda\mu}\iint\frac{dE\,d\omega}{(2\pi)^2}W^<_{\lambda\mu}(\omega)\mathrm{Tr}[M^\lambda G^<(E-\omega)M^\mu G^>(E)],\\
C_2&=\sum_{\lambda\mu}\iint\frac{dE\,d\omega}{(2\pi)^2}W^>_{\lambda\mu}(\omega)\mathrm{Tr}[M^\lambda G^>(E-\omega)M^\mu G^<(E)].\end{aligned}$$

In $C_2$, exchange the summation labels $\lambda,\mu$ and replace $\omega$ by $-\omega$. Its integrand becomes

$$W^>_{\mu\lambda}(-\omega)\mathrm{Tr}[M^\mu G^>(E+\omega)M^\lambda G^<(E)].$$

Next replace $E$ by $E-\omega$, use (5), and rotate the trace:

$$W^<_{\lambda\mu}(\omega)\mathrm{Tr}[M^\lambda G^<(E-\omega)M^\mu G^>(E)].$$

This is the integrand of $C_1$. Hence $C=0$, and by (3) $\sum_cI_c=0$. Each departure from one energy has been counted as an arrival at another. Thermal phonons were not required; stationarity was.

**Q:** You shifted an infinite integral. Could you have subtracted two infinities?

**A:** Here is a sufficient condition for the shift. Take finitely many channel orbitals, finite phonon fluctuations $\langle Q_\lambda^2\rangle$, and enough damping that $G^>(E)$ is bounded. The matrix $-iG^<$ is positive, and its trace integrates to $2\pi$ times the finite electron number. The factor $G^<$ then makes each double integral absolutely convergent, so the order of integration and the origin of energy may be changed.

A finite grid needs a corresponding rule: if $E-\omega$ lies outside it, the scattering pair is dropped from both $\Sigma^<$ and $\Sigma^>$. Dropping one member alone would spoil the relabelling.

**Q:** Suppose I omit the principal-value part of $\Sigma^R$, or keep just the diagonal of $\Sigma$. Do these shortcuts destroy the result?

**A:** They are different cases. The proof used $\Sigma^R-\Sigma^A=\Sigma^>-\Sigma^<$, but placed no condition on the Hermitian part of $\Sigma^R$. Omitting the principal-value part therefore preserves the sum of currents, though it can change each current.

For a diagonal truncation, $\Sigma_{ii}$ generally still contains $M^\lambda_{ik}G_{kl}M^\mu_{li}$ with $k\ne l$, while the trace now contains just $G_{ii}$. The two $G$ factors no longer have equivalent roles, and the exchange fails in general. If $G$ is also restricted to its diagonal inside $\Sigma$, the terms are $W^<_{\lambda\mu}M^\lambda_{ik}M^\mu_{ki}G^<_{kk}G^>_{ii}$. Exchanging $i,k$ together with $\lambda,\mu$ restores the cancellation.

I tested the general statement on three orbitals with complex, non-commuting couplings and a non-thermal three-level bath, whose correlators were built from operator matrix elements. The converged current imbalance, relative to the left current, was $4.6\times10^{-17}$. With the principal-value part it was $1.3\times10^{-17}$, while the left current changed by 1.6%. Replacing $W^>$ by its complex conjugate, which violates (5) here, left an imbalance of 0.0017.

**Q:** Suppose I stop after one iteration. The self-energy is still a Born self-energy.

**A:** It is built from $G_0$, whereas the current contains $G_1$. The proof needs the same $G$ in both places. After $n$ updates,

$$C_n=\int\frac{dE}{2\pi}\mathrm{Tr}\big[\Sigma^<[G_{n-1}]G_n^>-\Sigma^>[G_{n-1}]G_n^<\big].$$

Replacing $G_n$ by $G_{n-1}$ would make this zero, so $C_n$ is proportional to their difference. For weak coupling, $G_1-G_0=O(M^2)$. Since $\Sigma$ is linear in $G$ and carries another $M^2$, induction gives $G_n-G_{n-1}=O(M^{2n})$ and $C_n=O(M^{2n+2})$. The first Born imbalance is therefore of fourth order in $M$. In the small model, doubling the squared coupling multiplied it by 3.99, against the leading-order value 4.

**Q:** Give me a channel where this matters in microamperes, not a three-orbital construction.

**A:** Take an 8 nm two-dimensional channel at 300 K with effective mass 0.5 electron masses and four spin-valley copies. A bias of 0.2 V drops linearly, giving a field of $0.2\ \text{V}/8\ \text{nm}=0.25$ MV/cm. Each contact's Fermi level lies at its own band edge. Site spacing is 0.5 nm and the hopping energy is $t=0.305$ eV.

Each site has an independent 0.05 eV phonon, which also scatters between transverse momenta. The coupling parameter is 0.002 eV² nm², so the squared coupling per site is $K=0.002/0.5^2=0.008$ eV². The thermal occupation is $N=0.169$. Near the bottom of the two-dimensional band the density of states per site and copy is $1/(4\pi t)$. Fermi's golden rule then gives an emission broadening

$$2\pi K(N+1)\frac1{4\pi t}=\frac{K(N+1)}{2t}=\frac{0.008\times1.169}{2\times0.305}\approx0.015\ \text{eV},$$

or a lifetime of about 43 fs for an electron able to emit into empty states.

Without phonons the current is 462 uA/um. The first Born step gives 436 uA/um entering at the source but 385 uA/um leaving at the drain. The missing 51 uA/um is 11.6% of the inflow. After 2, 3, 5 and 8 updates the relative imbalance is 3.9%, 0.86%, 0.075% and 0.0020%. At convergence both terminals carry 434 uA/um, or $2.71\times10^{11}$ electrons per second per angstrom of width, with a relative imbalance of $1.1\times10^{-11}$.

**Q:** Equal terminal currents might hide a source in the middle of the channel and a sink elsewhere.

**A:** The trace theorem alone permits that. Independent site phonons give more. Their self-energy is diagonal, and its element at site $i$ involves $G_{ii}$, averaged here over transverse momentum. The exchange of energies works separately at each site after the momentum sum.

Each lead attaches to one end site of the chain, so the total $\Sigma_t$ is diagonal too. To connect this with bond currents, subtract $G^<(E-H-\Sigma_t^A)=G^R\Sigma_t^<$ from $(E-H-\Sigma_t^R)G^<=\Sigma_t^<G^A$ and take a diagonal element:

$$[H,G^<]_{ii}=(\Sigma_t^<)_{ii}G^>_{ii}-(\Sigma_t^>)_{ii}G^<_{ii}.$$

The left side, integrated over $dE/2\pi$, is the net bond current leaving site $i$. The right side is local injection minus removal. Away from the contacts its phonon contribution integrates to zero, so the bond current is uniform. In the channel, the largest deviation of any bond from the source current was $1.1\times10^{-11}$ of that current. If the phonons are correlated between sites but still couple to site densities, the bond current remains uniform when the principal-value part of $\Sigma^R$ is kept. Omitting that part can make the bond currents differ even though the terminal currents balance. If phonons modulate the hopping, phonon-assisted hopping carries part of the current, so the bond current computed from $H$ alone need not be uniform.

**Q:** If electrons lose energy, surely something in the current must change.

**A:** Its energy distribution does. The largest difference between source inflow and drain outflow at one energy is roughly a third of the source spectral peak: 33% with the 12 transverse momenta used here, 37% with 24. To find the heat, put a factor $E$ into $C_1$ and $C_2$. After the energy shift, the second factor is $E-\omega$, so the difference is $\omega$. With $i_c(E)$ the terminal spectrum and one mode,

$$\begin{aligned}\sum_c\int dE\,E\,i_c(E)=\omega_0\int\frac{dE}{2\pi}\{&(N+1)\mathrm{Tr}[MG^<(E+\omega_0)MG^>(E)]\\&-N\,\mathrm{Tr}[MG^<(E-\omega_0)MG^>(E)]\}.\end{aligned}$$

The right side is phonon energy times net emission rate, provided these energy-weighted integrals converge. In the example the mean current energy falls from 0.0455 eV at the source to 0.0161 eV at the drain. Thus

$$434.2\times(0.04545-0.01612)\approx12.7\ \text{uW/um}.$$

Counting phonons gives $434.2\times0.5866\times0.05\approx12.7$ uW/um as well. The electrical input is $434.2\times0.2\approx86.8$ uW/um, so about 15% goes to channel phonons and the remainder is released, net, in the contacts. These digits depend on the grid: finer momentum meshes give 12.9 uW/um, halving the site spacing gives about 12.2 uW/um or 14%, and the mean drain energy moves between 0.0155 and 0.0174 eV.

**Q:** Does eleven-digit conservation mean that I can trust 434 uA/um for a real transistor?

**A:** No. Doubling the energy step changes the current by $-2.2\%$, and halving it by $+0.5\%$. Doubling the number of transverse momenta from the 12 used here raises the current by 1.5%, and doubling it again lowers it by 0.7%. The third digit of 434 is therefore not converged, although conservation survives. Halving the site spacing changes the current by just $-0.1\%$, but raises the mean drain energy from 0.016 to 0.017 eV. Across the finer momentum and site grids, the first Born imbalance ranges from 11.0% to 12.2%. The mass, phonon energy and length are in the rough regime of a short monolayer transition-metal dichalcogenide transistor, but the model is not a device prediction. In particular, the coupling is a model choice, not fitted to a material. At the areal mass density of MoS$_2$ it corresponds to an optical deformation potential of about $9\times10^8$ eV/cm. The first Born imbalance falls steeply for weaker coupling. With 24 transverse momenta it is 12% here, 4% at half the squared coupling and 1.2% at a quarter. It is 0.7% for $4.1\times10^8$ eV/cm, the order computed for the homopolar mode of monolayer MoS$_2$. Elastic scattering corresponding to a rough mobility of 100 cm²/Vs lowers the current by 16%. Raising the temperature to 360 K at fixed Fermi levels raises it by 30%; ideal source injection at the band edge scales as $T^{3/2}$, which would give $1.2^{3/2}-1\approx31\%$. The thermal-phonon assumption is weak: with a rough 5 ps phonon lifetime, the emission rate found above would build up 1.3 extra phonons per active mode, far above 0.169. This is an upper estimate, because a larger population also increases reabsorption. Active modes are taken here as those with wave number up to twice that of a 0.2 eV electron. If every mode had the resulting occupation of 1.44, the current would be 24% lower and the electrons would take net energy from the phonons, so such a population could not sustain itself. Solving for the population site by site, with the same lifetime and number of active modes, gives a mean occupation of about 0.8 and a current about 12% lower; this was done only with the doubled energy step.

The fixed potential is also doubtful, since the density difference along the channel corresponds to a gate-potential scale of about 0.2 V for a 1 nm oxide, comparable with the bias. The omitted mid-channel level shift is about $-15$ meV both at the local band edge and 0.1 eV above it. These two energies lie equally far from the phonon-emission threshold, so their agreement does not show that the shift is constant between them. On the bulk lattice the shift reaches about $-20$ meV just below that threshold. It also grows logarithmically with the lattice cutoff: halving the site spacing takes the band-edge value to about $-19$ meV. Including the shift self-consistently, with the doubled energy step, lowers the current by about 2%. The lattice velocity at 0.2 eV is 91% of the parabolic value. Higher conduction valleys, which electrons of this energy can reach in real monolayers, and intervalley scattering are left out. The bias is 11% of a rough 1.8 eV gap, so source valence states do not align with drain conduction states. Real contacts add resistance, whereas these are ideal leads. In these estimates elastic scattering and phonon heating each lower the current by more than 10%; the effects of the gate potential and contact resistance were not calculated. A stationary hot-phonon population would still satisfy (5), and the terminal currents would still balance at self-consistency. The numerical output lists the remaining values.

## Numbers as computed

```
Small model, first Born relative imbalance: -0.003723
Small model, converged relative imbalance: 4.6e-17
Same with principal-value part: 1.3e-17
Same with wrong phonon symmetry: 0.001673
Largest pointwise balance error, first Born: 5.0e-16
Left current change from principal-value part: 1.63 %
First Born imbalance ratio, coupling squared doubled: 3.993
Effective mass: 0.5 electron masses
Site spacing: 0.5 nm
Channel length: 8 nm
Hopping energy: 0.3048 eV
Bias: 0.2 V
Field: 0.25 MV/cm
Temperature: 300 K
Spin-valley copies: 4
Source Fermi level above source band edge: 0 eV
Phonon energy: 0.05 eV
Coupling squared times area: 0.002 eV^2 nm^2
Coupling squared per site: 0.008 eV^2
Thermal phonon number: 0.169
Bulk phonon-emission lifetime: 42.91 fs
Energy step: 0.0025 eV
Ballistic current: 461.65 uA/um
First Born source inflow: 436.16 uA/um
First Born drain outflow: 385.48 uA/um
Converged source inflow: 434.2114 uA/um
Converged drain outflow: 434.2114 uA/um
Converged current: 2.71e+11 electrons/(s angstrom)
Relative imbalance after 1 updates: 1.16e-01
Relative imbalance after 2 updates: 3.89e-02
Relative imbalance after 3 updates: 8.63e-03
Relative imbalance after 5 updates: 7.47e-04
Relative imbalance after 8 updates: 2.00e-05
Final relative imbalance: 1.1e-11
Number of self-energy updates in final G: 20
Largest relative bond-current deviation: 1.1e-11
Largest spectral mismatch over source peak: 0.331
Mean energy of source current: 0.04545 eV
Mean energy of drain current: 0.01612 eV
Heat to phonons from terminals: 12.7345 uW/um
Heat from counted phonons: 12.7345 uW/um
Net phonons emitted per electron: 0.5866
Current change on doubled energy step: -2.245 %
Rough mobility for elastic scattering: 100 cm2/Vs
Current change with elastic scattering: -15.84 %
Current change at 360 K: 30.43 %
Neglected level shift at mid-channel edge: -14.63 meV
Neglected level shift 0.1 eV higher: -15.02 meV
Rough optical-phonon lifetime: 5 ps
Estimated extra phonons per active mode: 1.268
Electron density at source end: 2.146e+12 cm^-2
Electron density at drain end: 6.025e+12 cm^-2
Rough gate-oxide thickness: 1 nm
Gate potential scale of density difference: -0.18 V
Lattice over parabolic velocity at 0.2 eV: 0.9143
Rough band gap: 1.8 eV
Bias energy over gap: 0.1111
```
